# Shockley States in the Two-Band Model: Inverted Gap and Step Barrier

## A special case

An electron moves along $z$ in a crystal whose potential is

$$V(z)=2U\cos(2gz),\qquad g=\pi/a,$$

with atoms at $z=na$. The crystal ends at $z_0=a/2$, midway between two atomic sites; beyond $z_0$ the potential is a constant $V_0$. Energies are measured from the mean crystal potential, and $T=\hbar^2g^2/2m$ is the free-electron energy at the zone boundary.

Take $E=T$, the middle of the gap that a weak $U$ opens there. Try a wave that decays into the crystal, $\psi=e^{\kappa z}\cos(gz+\delta)$ with $\kappa>0$. Its kinetic term is

$$-\frac{\hbar^2}{2m}\psi''=\left(T-\frac{\hbar^2\kappa^2}{2m}\right)\psi+\frac{\hbar^2\kappa g}{m}e^{\kappa z}\sin(gz+\delta),$$

and its potential term is

$$V\psi=Ue^{\kappa z}\left[\cos(gz-\delta)+\cos(3gz+\delta)\right].$$

For weak $U$, drop the $3g$ wave and the term in $\kappa^2$. With $E=T$ there remains

$$\frac{\hbar^2\kappa g}{m}\sin(gz+\delta)+U\cos(gz-\delta)=0 .$$

There are two ways to satisfy this:

- $\delta=-\pi/4$. Then $\cos(gz+\pi/4)=-\sin(gz-\pi/4)$, so $\hbar^2\kappa g/m=U$, which needs $U>0$.
- $\delta=+\pi/4$. Then $\cos(gz-\pi/4)=\sin(gz+\pi/4)$, so $\hbar^2\kappa g/m=-U$, which needs $U<0$.

At the surface $gz_0=\pi/2$, and $\psi'/\psi=\kappa-g\tan(\pi/2+\delta)=\kappa+g\cot\delta$. This is $\kappa-g$ for $U>0$ and $\kappa+g$ for $U<0$. A wave that dies out in the vacuum needs a negative value. For $U>0$ a suitable barrier can supply it; for $U<0$ none can. The theorem extends this to the whole gap.

## Model and theorem

**The two-band model** keeps the waves $e^{\pm igz}$, each multiplied by a common factor $e^{\kappa z}$, and drops the $\pm3g$ waves that $V$ generates. It is a weak-potential approximation; $0<|U|<T$ is assumed.

At $\kappa=0$, the identities $2\cos2x\cos x=\cos x+\cos3x$ and $2\cos2x\sin x=-\sin x+\sin3x$ give the band edges

$$\cos(gz):\;E=T+U,\qquad \sin(gz):\;E=T-U .$$

The first is even about each atom (s-like), the second odd (p-like). If $U<0$, the potential is attractive at the atoms and the s-like edge is lower: the normal order. If $U>0$, as an effective potential can have, it is repulsive there. The p-like edge, whose density vanishes at the atoms, is then lower: the inverted order.

**Theorem.** Let $V_0>T-|U|$. In the two-band model with the step at $z_0=a/2$, the gap $|E-T|<|U|$ contains exactly one surface state below $V_0$ if $U>0$, and none if $U<0$.

"p-like at the gap bottom" describes the bulk band edge. The surface state itself is a mixture of s and p.

## Lemma 1: the evanescent wave

**Lemma 1.** Write $K=\hbar^2\kappa^2/2m$. For each $E$ in the gap there is one decay rate $\kappa>0$, given by

$$K=-(E+T)+\sqrt{4ET+U^2}.$$

The wave is $\psi=e^{\kappa z}\cos(gz+\delta)$, with $-\pi/2<\delta<0$ for $U>0$ and $0<\delta<\pi/2$ for $U<0$. In both cases $\delta$ rises with $E$ through its whole interval.

*Proof.* The two wave amplitudes obey two linear equations coupled by $U\neq0$, so for given $E$ and $\kappa$ there is at most one independent solution. Complex conjugation maps it to a solution with the same $E$ and $\kappa$. It can therefore be chosen real, which gives the cosine form.

Put $\varphi=gz+\delta$. Then

$$\cos(gz-\delta)=\cos(\varphi-2\delta)=\cos2\delta\cos\varphi+\sin2\delta\sin\varphi .$$

Insert this in the kinetic and potential terms found above, now keeping $K$. The coefficients of $\cos\varphi$ and $\sin\varphi$ must vanish separately:

$$U\cos2\delta=E-T+K,\qquad U\sin2\delta=-\frac{\hbar^2g\kappa}{m}.$$

Since $(\hbar^2g\kappa/m)^2=4TK$, squaring and adding gives

$$(E-T+K)^2+4TK=U^2,$$

$$K^2+2(E+T)K+(E-T)^2-U^2=0 .$$

The product of the roots is $(E-T)^2-U^2$. It is negative inside the gap, so one root is positive. (The negative root gives $\kappa\approx\pm2ig$ for weak $U$, which turns one of the kept waves into a $\pm3g$ wave; it lies outside the range of the truncation and is discarded.) Its discriminant contains $(E+T)^2-(E-T)^2+U^2=4ET+U^2$, which yields the stated formula.

Because $\kappa>0$, the product $U\sin2\delta$ is negative. This fixes the two intervals of $\delta$, up to an overall sign of $\psi$. From $K=U^2\sin^2(2\delta)/4T$,

$$E=T+U\cos2\delta-\frac{U^2}{4T}\sin^22\delta,$$

$$\frac{dE}{d\delta}=-2U\sin2\delta\left[1+\frac{U}{2T}\cos2\delta\right]>0,$$

as $U\sin2\delta<0$ and $|U|<T$. At the ends of each $\delta$ interval $E$ equals $T-|U|$ and $T+|U|$, so the whole gap is covered. $\square$

For $U>0$ the wave thus turns from $\sin(gz)$ at the bottom ($\delta=-\pi/2$) to $\cos(gz)$ at the top ($\delta=0$). For $U<0$ it turns from $\cos(gz)$ at $\delta=0$ to $\sin(gz)$ at $\delta=\pi/2$, up to sign.

## Lemma 2: the logarithmic derivative

**Lemma 2.** On the crystal side of the step, $L=\psi'/\psi=\kappa+g\cot\delta$, and $L$ falls strictly as $E$ rises through the gap.

*Proof.* The form of $L$ follows from $gz_0=\pi/2$, as before. Since $m/\hbar^2=g^2/2T$, the sine equation of Lemma 1 reads $\kappa=-(gU/2T)\sin2\delta$. Hence

$$\frac{dL}{d\delta}=-g\left[\frac{U}{T}\cos2\delta+\frac{1}{\sin^2\delta}\right]<0,$$

because the first term exceeds $-1$ and the second is at least $1$. As $\delta$ rises with $E$, $L$ falls with $E$. $\square$

## Proof of the theorem

For $E<V_0$ the bounded vacuum solution is $e^{-\lambda(z-z_0)}$ with $\lambda=\sqrt{2m(V_0-E)}/\hbar$. Continuity of $\psi$ and $\psi'$ requires

$$\kappa+g\cot\delta=-\lambda .$$

*Case $U<0$.* Here $0<\delta<\pi/2$, so both terms on the left are positive while the right side is negative. There is no solution for any $V_0$.

*Case $U>0$.* Consider $F(E)=L(E)+\lambda(E)$. Both terms fall with $E$, so $F$ has at most one zero. At the gap bottom $\kappa\to0$ and $\cot\delta\to0$, hence $L\to0$ and $F\to\lambda>0$. If $V_0\ge T+U$, then $L\to-\infty$ at the gap top and $F$ becomes negative. If $V_0$ lies inside the gap, then $\lambda\to0$ as $E\to V_0$ while $L<0$, and $F$ again becomes negative. There is exactly one zero. $\square$

A higher barrier raises $\lambda$ at every energy and moves the crossing up. For $V_0\to\infty$ the state approaches the s-like top edge, which has a node at $z_0$.

**Corollary (leading order in $U$, with $V_0>T$ fixed).** For $U>0$,

$$E_S\simeq T+U\left(1-\frac{2T}{V_0}\right),\qquad \sin^2\delta\simeq\frac{T}{V_0}.$$

*Proof.* As $U\to0$, $\kappa\to0$ and $\lambda^2/g^2=(V_0-E)/T\to(V_0-T)/T$. Matching then gives $\cot^2\delta=(V_0-T)/T$, so $\sin^2\delta=1/(1+\cot^2\delta)=T/V_0$ and $\cos2\delta=1-2\sin^2\delta=1-2T/V_0$. Finally $E=T+U\cos2\delta+O(U^2)$. $\square$

Since $\cos(gz+\delta)=\cos\delta\cos gz-\sin\delta\sin gz$, the quantity $\sin^2\delta$ is the p weight of the oscillating factor. Replacing $V_0-E$ by $V_0-T$ and dropping $\kappa\le gU/2T$ changes $\sin^2\delta$ by an amount of order $U/T$, so the error of $E_S$ is of order $U^2/T$ for any step height. When $V_0-T$ is itself of order $U$, however, $\cot^2\delta\simeq(V_0-T+U)/T$ is small and the state lies only about $2U(V_0-T+U)/T$ above the gap bottom, which is of the same order as that error. The formula then no longer gives the height above the edge, and for $V_0<T$ it would place $E_S$ below the gap with $\sin^2\delta>1$. The theorem still holds there.

## Worked example

Take the round parameters $a=0.25$ nm, $|U|=1$ eV and $V_0=11$ eV. Then $g=12.566$ nm$^{-1}$, $T=6.0165$ eV, and the two-band gap runs from 5.0165 to 7.0165 eV.

At mid-gap, matching requires $L/g=-\lambda/g=-0.910$. The crystal offers $-0.959$ for $U>0$ and $+1.042$ for $U<0$. In the inverted crystal $L$ is already slightly too low, so the crossing lies a little below mid-gap. The solution is

$$E_S=5.972\ \text{eV}=9.57\times10^{-19}\ \text{J},\qquad \delta=-45.08^\circ .$$

To check it, $\sin2\delta$ is $-1.000$ to this accuracy, so

$$\kappa=\frac{gU}{2T}=\frac{12.566\times1}{12.033}\ \text{nm}^{-1}=1.044\ \text{nm}^{-1},$$

$$\frac Lg=\frac{1.044}{12.566}-0.9973=-0.914,$$

$$\frac{\lambda}{g}=\sqrt{\frac{11-5.972}{6.0165}}=0.914 .$$

The density decays over $1/2\kappa=0.48$ nm in the crystal and $1/2\lambda=0.044$ nm in the vacuum. The p weight is 0.50, against 0.55 at leading order: at this energy the state is an almost equal mixture.

For $V_0=8$ and $20$ eV the two-band energy is 5.64 and 6.41 eV, rising with the barrier as derived. A step inside the gap, at $V_0=5.5$ eV, still binds a state, at 5.15 eV.

## Beyond two bands

**Proposition 1.** For the full cosine crystal, with all waves kept and the step at $z_0=a/2$, the first gap holds exactly one surface state below $V_0$ if $U>0$ and $V_0$ exceeds the gap bottom, and none if $U<0$. The restriction $|U|<T$ is not needed.

*Proof.* (i) *Order of the edges.* The edges of the first gap are the two lowest states that change sign under $z\to z+a$. Expand the even ones in $\cos(2n+1)gz$ and the odd ones in $\sin(2n+1)gz$, $n\ge0$. Both matrices have diagonal elements $(2n+1)^2T$ and neighbour coupling $U$, except that the first diagonal element is $T+U$ for even and $T-U$ for odd states. Thus $H_{\rm even}=H_{\rm odd}+2UP$, where $P$ projects on the first basis function.

Let $U>0$, and let $c$ be the first component of the normalized lowest even state. It is nonzero, since otherwise the three-term recursion would make every component vanish. Using this state as a trial vector for $H_{\rm odd}$ gives $E_{\rm odd}\le E_{\rm even}-2Uc^2<E_{\rm even}$. A positive rank-one term cannot lift the lowest level above the second level of $H_{\rm odd}$, so these two states are the gap edges, with the odd one at the bottom. For $U<0$ the roles are exchanged.

(ii) *$L$ has no zero or pole inside the gap.* There the solution decaying into the crystal obeys $\psi(z+a)=\mu\psi(z)$ with $|\mu|>1$. Suppose $\psi(a/2)=0$. Then $\psi(-a/2)=0$ too. As $V$ is even, $\psi(-z)$ is also a solution and vanishes at the same point $a/2$, so it is a multiple of $\psi(z)$; hence $\psi$ is even or odd. Then $\psi'(a/2)=\pm\psi'(-a/2)\ne0$ and $\mu=\pm1$, a contradiction. If $\psi'(a/2)=0$, the same argument with $\psi$ and $\psi'$ exchanged applies.

(iii) *$L$ falls with $E$.* Differentiate the Schrödinger equation with respect to $E$, writing $\dot\psi=\partial\psi/\partial E$:

$$-\frac{\hbar^2}{2m}\dot\psi''+(V-E)\dot\psi=\psi .$$

Multiply by $\psi$ and subtract $\dot\psi$ times the original equation. The left side becomes $-(\hbar^2/2m)(\psi\dot\psi'-\dot\psi\psi')'$ and the right side $\psi^2$. Integrate from $-\infty$, where $\psi$ and $\dot\psi$ vanish, to $z_0$ and divide by $\psi(z_0)^2$:

$$\frac{dL}{dE}=-\frac{2m}{\hbar^2}\frac{\int_{-\infty}^{z_0}\psi^2dz}{\psi(z_0)^2}<0 .$$

(iv) *Limits.* At an edge the decaying solution tends to the edge state. An odd edge state that changes sign over one cell has $\psi'(a/2)=0$; an even one has $\psi(a/2)=0$. For $U>0$, $L$ therefore falls from $0$ to $-\infty$, and the argument with $F$ applies unchanged. For $U<0$ it falls from $+\infty$ to $0$ and stays positive. $\square$

The energy does change. In the example the full cosine crystal gives $E_S=5.912$ eV, so the two-band value is too high by 60 meV, or 6% of $U$. For $U=0.5$, $0.25$ and $0.125$ eV the error is 15.3, 3.85 and 0.97 meV: it falls about fourfold at each halving, as $U^2$.

The leading-order formula gives 5.923 eV, closer to the full result than the complete two-band solution. In this example the two-band terms beyond leading order add 50 meV, while the omitted waves subtract 60 meV, and the two nearly cancel. The cancellation is particular to this step height: for $V_0=8$ and $20$ eV the leading-order formula misses the full result by $-78$ and $+62$ meV, against $+52$ and $+57$ meV for the two-band solution.

Diagonalizing a slab of 40 cells with two such surfaces gives 39 levels below the gap and two in it for $U>0$, and 40 below and none in it for $U<0$. On a grid of 80 points per cell the two gap levels lie about 1 meV below the half-crystal value. This offset is discretization error, not a slab effect: it falls about fourfold each time the grid spacing is halved. The splitting of the two levels is about 0.1 meV.

## Where the sign rule ends

The rule belongs to a crystal that ends at an abrupt step midway between atoms. Let the cosine potential continue to $z_0=a/2+d$, with $|d|<a/2$ and $V_0>T+|U|$. Write $\lambda_b$ and $\lambda_t$ for $\lambda$ at the gap bottom and top.

**Proposition 2.** In the two-band model the inverted crystal has a surface state in the gap if and only if

$$-\arctan\frac{g}{\lambda_t}<gd<\arctan\frac{\lambda_b}{g},$$

and the normal crystal has none if and only if

$$-\arctan\frac{g}{\lambda_b}\le gd\le\arctan\frac{\lambda_t}{g}.$$

*Proof.* Now $L=\kappa+g\cot(\delta+gd)$. As in Lemma 2 it falls with $E$, except for a jump from $-\infty$ to $+\infty$ where $\delta+gd=0$. Take $U<0$, so that $\delta$ runs from $0$ to $\pi/2$.

- For $d\ge0$ there is no jump. $F=L+\lambda$ starts positive and ends at $\lambda_t-g\tan gd$. It has a zero exactly when $\tan gd>\lambda_t/g$.
- For $d<0$, $F$ starts at $\lambda_b-g\cot|gd|$ and falls to $-\infty$ at the jump. It has a zero there exactly when $\tan|gd|>g/\lambda_b$. After the jump it falls from $+\infty$ to $\lambda_t+g\tan|gd|>0$, without a zero.

This proves the second window. Moving the origin by $a/2$ reverses the sign of $U$. An inverted crystal with displacement $d$ is therefore a normal one with displacement $d-a/2$ for $d>0$, or $d+a/2$ for $d<0$. Since $\pi/2-\arctan x=\arctan(1/x)$ for $x>0$, the conditions for a state become the first window; $d=0$ is the theorem. $\square$

In the example $\lambda_b/g=0.997$ and $\lambda_t/g=0.814$. The inverted crystal keeps its state for $-0.283<d/a<0.250$, and the normal crystal has none for $-0.250\le d/a\le0.217$. Slab diagonalizations at $0.08a$ on either side of each limit confirm the predicted presence or absence of states.

In this model a gap state in a normal crystal thus requires a last cell displaced beyond a threshold. The threshold depends on $V_0$ and becomes small inward for a very high step and outward for a step just above the gap top; such a state is called a Tamm state. The model leaves out the self-consistent surface potential, the image potential and motion parallel to the surface, so its energies illustrate the mechanism and do not describe a particular metal. The shape of the barrier also affects whether the state exists. If the potential rises gradually beyond $z_0$, the wave is still classically allowed just outside the crystal, and its logarithmic derivative at $z_0$ need not be negative, much as for a step displaced outward. In the example, with the full crystal still ending at $a/2$, a linear rise from 0 to $V_0$ over 0.1 nm keeps the rule. A rise over 0.2 nm reverses it: the inverted crystal has no gap state and the normal crystal has one, near 6.7 eV. For a real surface the sign of $U$ alone therefore does not decide. The numerical check follows the text.

## Computed results

```
lattice constant a = 0.250 nm
|U| = 1.000 eV, step V0 = 11.000 eV
g = 12.5664 1/nm, T = 6.0165 eV
two-band gap: 5.0165 to 7.0165 eV
full cosine gap: 4.9961 to 6.9953 eV
two-band: E (eV), kappa (1/nm), delta (deg) and L/g for U>0,
          delta (deg) and L/g for U<0, -lambda/g
  5.1165 0.4732  -76.529  -0.2019   13.471   4.2123  -0.9889
  5.5165 0.9232  -58.937  -0.5289   31.063   1.7336  -0.9547
  6.0165 1.0434  -43.811  -0.9593   46.189   1.0424  -0.9101
  6.5165 0.8857  -29.001  -1.7335   60.999   0.6248  -0.8633
  6.9165 0.4390  -12.430  -4.5021   77.570   0.2553  -0.8238
surface state, two-band: E_S = 5.9722 eV = 9.5685e-19 J
surface state, full cosine crystal: E_S = 5.9117 eV
leading-order E_S = T + U(1-2T/V0) = 5.9226 eV
E_S above two-band gap bottom = 0.9557 eV
V0 - E_S (two-band) = 5.0278 eV
delta = -45.079 deg, cot(delta) = -0.9973
p weight sin^2(delta) = 0.5014; leading order T/V0 = 0.5470
kappa = 1.0443 1/nm, lambda = 11.4876 1/nm
density decay length in crystal 1/(2 kappa) = 0.4788 nm
density decay length in vacuum 1/(2 lambda) = 0.0435 nm
probability in vacuum = 7.77 percent
U (eV), two-band minus full surface energy (meV)
  1.000 60.471
  0.500 15.309
  0.250 3.850
  0.125 0.965
V0 (eV), E_S two-band (eV), E_S full (eV), (E_S-T)/U at U->0, 1-2T/V0
  8.0 5.6427 5.5903 -0.5032 -0.5041
  11.0 5.9722 5.9117 -0.0937 -0.0939
  20.0 6.4095 6.3526 0.3984 0.3984
step inside gap, V0 = 5.50 eV: E_S two-band 5.1538 eV, full 5.1286 eV
slab of 40 cells, U>0: 39 levels below gap, 2 in gap
  their energies: 5.9106 and 5.9107 eV
slab of 40 cells, U<0: 40 levels below gap, 0 in gap
lambda_b/g = 0.9973, lambda_t/g = 0.8137
U>0 has its state for d/a from -0.2826 to 0.2496
U<0 has no state for d/a from -0.2504 to 0.2174
slab counts checked at 0.08 a on either side of each limit
```
